# Vibrational Spread of a Core-Level Photoemission Line and Its Zero-Temperature Limit

An X-ray photon removes a 1s electron from a carbon atom in a molecule. The remaining electrons contract around the vacancy, the forces on the nuclei change, and the bond begins to vibrate about a new length. The photoelectron carries away whatever energy the ion does not keep, so its energy distribution records this vibration. If the molecule was cold before the photon arrived, one might expect a single energy. Yet even in the lowest vibrational state the bond length is not sharp, and the energy needed to make the vacancy depends on the bond length. How large is the resulting spread, and how does it grow with temperature?

Let $R$ be the bond length, $R_e$ its equilibrium value in the neutral molecule, and $x=R-R_e$. For reduced mass $\mu$, angular frequency $\omega$ and stiffness $k=\mu\omega^2$, the initial vibrational Hamiltonian is

$$H_i=\frac{P^2}{2\mu}+\frac12 kx^2=\hbar\omega\left(a^\dagger a+\tfrac12\right),\qquad [a,a^\dagger]=1,$$

with

$$x=x_0(a+a^\dagger),\qquad x_0=\sqrt{\frac{\hbar}{2\mu\omega}}=\sqrt{\frac{\hbar\omega}{2k}} .$$

The length $x_0$ is the rms displacement in the ground state. With the core hole present the nuclei move on another potential curve. The difference between the two curves, called the gap here, is expanded to first order about $R_e$:

$$\Delta V(x)=E_v+Dx .$$

Here $E_v$ is the vertical binding energy, the energy difference at fixed bond length $R_e$, and $D$ is the slope of the gap. Linear coupling means that the expansion stops at this term, so both curves have the same stiffness. With $g=Dx_0$ and $X=a+a^\dagger$,

$$H_f=H_i+E_v+gX,\qquad S=\left(\frac{g}{\hbar\omega}\right)^2 .$$

The dimensionless number $S$ is the Huang–Rhys factor. Its meaning appears on completing the square. Put $\beta=g/\hbar\omega$ and $b=a+\beta$. Adding a real number to $a$ leaves the commutator unchanged, so $b$ is again a lowering operator, and

$$b^\dagger b=a^\dagger a+\beta(a+a^\dagger)+\beta^2 .$$

Multiplying by $\hbar\omega$ and using $\hbar\omega\beta=g$ and $\hbar\omega\beta^2=S\hbar\omega$ gives

$$H_f=E_v-S\hbar\omega+\hbar\omega\left(b^\dagger b+\tfrac12\right).$$

The ion is an oscillator of the same frequency about a displaced minimum, and that minimum lies $\lambda=S\hbar\omega$ below the vertical energy. Thus $S$ is the relaxation energy counted in vibrational quanta. Minimizing $\frac12kx^2+Dx$ puts the new minimum at $x=-D/k$. With $k=\hbar\omega/2x_0^2$, the size of this displacement is $d=|D|/k=2x_0|g|/\hbar\omega$, so that also $S=(d/2x_0)^2$.

The spectrum requires three further assumptions. The electron leaves suddenly, so that the nuclear wavefunction is unchanged at the moment of emission. The electronic transition amplitude does not depend on $x$. The initial levels are populated thermally at temperature $T$. Let $|n\rangle$ be the eigenstates of $H_i$ with energies $E_n$, and $|\tilde m\rangle$ those of $H_f$ with energies $\tilde E_m$. Energy conservation reads $h\nu+E_n=E_{\rm kin}+\tilde E_m$. The binding energy $\varepsilon=h\nu-E_{\rm kin}$ therefore equals $\tilde E_m-E_n$, and its normalized distribution is

$$P(\varepsilon)=\sum_{n,m}p_n\,|\langle\tilde m|n\rangle|^2\,\delta(\varepsilon-\tilde E_m+E_n).$$

The mean and variance can be found without a single overlap integral. Multiply $P$ by $\varepsilon^j$ and integrate. The delta function replaces $\varepsilon^j$ by $(\tilde E_m-E_n)^j$, which is the eigenvalue of $(H_f-E_n)^j$ in the state $|\tilde m\rangle$. Since the final states form a complete set, the sum over $m$ collapses:

$$M_j=\sum_np_n\sum_m\langle n|\tilde m\rangle(\tilde E_m-E_n)^j\langle\tilde m|n\rangle=\sum_np_n\langle n|(H_f-E_n)^j|n\rangle .$$

Acting on an initial eigenstate, $H_i$ cancels $E_n$, and what remains is the gap:

$$(H_f-E_n)|n\rangle=(E_v+gX)|n\rangle .$$

From $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$,

$$X|n\rangle=\sqrt{n+1}\,|n+1\rangle+\sqrt n\,|n-1\rangle .$$

This vector has no component along $|n\rangle$, so $\langle n|X|n\rangle=0$, and its squared length is $\langle n|X^2|n\rangle=2n+1$. Every initial level therefore has the same mean, $E_v$, and $M_1=E_v$ at all temperatures. For the second moment, $H_f-E_n$ is Hermitian, so the expectation value of its square is the squared length of the vector above:

$$\langle n|(H_f-E_n)^2|n\rangle=\langle n|(E_v+gX)^2|n\rangle=E_v^2+g^2(2n+1).$$

The cross term $2E_vg\langle n|X|n\rangle$ has vanished. Averaging over the levels and subtracting $M_1^2=E_v^2$ leaves

$$\sigma^2=g^2(2\bar n+1),\qquad \bar n=\sum_nn\,p_n .$$

Because all levels share one mean, averaging over them adds no separate spread of means.

The thermal average is a geometric sum. With $z=e^{-\hbar\omega/kT}$, where $k$ next to $T$ denotes Boltzmann's constant, the populations are $p_n=(1-z)z^n$. Differentiating $\sum_nz^n=1/(1-z)$ and multiplying by $z$ gives $\sum_nnz^n=z/(1-z)^2$, so $\bar n=z/(1-z)$. Then

$$2\bar n+1=\frac{1+z}{1-z}=\frac{z^{-1/2}+z^{1/2}}{z^{-1/2}-z^{1/2}}=\coth\frac{\hbar\omega}{2kT}.$$

Since $g^2=S(\hbar\omega)^2$, the variance is

$$\boxed{\;\sigma^2=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2kT}\;}$$

This was tested by diagonalizing both Hamiltonians on a grid of positions and summing the spectrum line by line from the overlaps. For $S$ from 0.3 to 10 and $kT$ from 0 to $2\hbar\omega$, the largest relative error of the variance was $1.5\times10^{-13}$.

As $T\to0$ the hyperbolic cotangent tends to one, and

$$\sigma(0)=\sqrt S\,\hbar\omega=|g|=|D|x_0 .$$

The last form shows the origin of the spread. The bond length has a zero-point uncertainty $x_0$, and the slope of the gap converts it into an uncertainty of energy. Cooling cannot reduce this below its ground-state value. The first thermal correction at low temperature is exponentially small, because $\coth(\hbar\omega/2kT)=(1+z)/(1-z)\approx1+2z$.

In the opposite limit put $y=\hbar\omega/2kT\ll1$ and use $\coth y\approx1/y+y/3$:

$$\sigma^2\approx S(\hbar\omega)^2\,\frac{2kT}{\hbar\omega}\left(1+\frac{y^2}{3}\right)=2\lambda kT\left[1+\frac1{12}\left(\frac{\hbar\omega}{kT}\right)^2\right].$$

The leading term is classical. Equipartition gives $\langle x^2\rangle=kT/(\mu\omega^2)$, hence a gap variance $D^2kT/(\mu\omega^2)$, and $\lambda=g^2/\hbar\omega=D^2/(2\mu\omega^2)$ turns this into $2\lambda kT$. The classical law contains no zero-point motion and wrongly predicts a vanishing spread at $T=0$.

The word "width" needs care at this point. The quantity $\sigma$ is the rms spread of the whole vibrational envelope, and the envelope may consist of separate sharp lines. At $T=0$ these lines can be found in full. The initial state satisfies $a|0\rangle=0$, and therefore $b|0\rangle=\beta|0\rangle$. Let $c_m=\langle\tilde m|0\rangle$. Since $\langle\tilde m|b=\sqrt{m+1}\,\langle\widetilde{m+1}|$,

$$\sqrt{m+1}\,c_{m+1}=\beta c_m\quad\Rightarrow\quad c_m=\frac{\beta^m}{\sqrt{m!}}\,c_0 .$$

Normalization requires $|c_0|^2\sum_m\beta^{2m}/m!=|c_0|^2e^{S}=1$, so the weights are

$$w_m=|c_m|^2=e^{-S}\frac{S^m}{m!},\qquad \varepsilon_m=E_v-S\hbar\omega+m\hbar\omega .$$

The two zero-point energies have cancelled in $\varepsilon_m$. This is a Poisson distribution, whose mean and variance both equal $S$. The mean energy is then $E_v-S\hbar\omega+S\hbar\omega=E_v$ and the variance is $S(\hbar\omega)^2$, in agreement with the moment calculation. For $S\ll1$ nearly all the weight, $e^{-S}\approx1-S$, sits in one sharp line, and $\sigma$ comes from a faint companion one quantum away. A finite variance at zero temperature does not mean that any individual line is broad.

The third moment shows how lopsided the envelope is. Write $W=H_f-E_n-E_v=(H_i-E_n)+gX$, so that $W|n\rangle=gX|n\rangle$. Letting the outer two factors of $W^3$ act to the left and to the right gives

$$\langle n|W^3|n\rangle=g^2\langle n|X(H_i-E_n)X|n\rangle+g^3\langle n|X^3|n\rangle .$$

The last term vanishes, since an odd number of unit steps cannot return to level $n$. In the first term, $H_i-E_n$ equals $+\hbar\omega$ on the component $|n+1\rangle$, whose weight is $n+1$, and $-\hbar\omega$ on $|n-1\rangle$, whose weight is $n$. The result is $g^2\hbar\omega[(n+1)-n]=S(\hbar\omega)^3$, the same for every $n$ and hence at every temperature. Dividing by $\sigma^3$ gives the skewness

$$\gamma_3=\frac{1}{\sqrt S}\left[\coth\frac{\hbar\omega}{2kT}\right]^{-3/2}.$$

The tail points towards higher binding energy. It becomes less prominent for strong coupling and at high temperature.

The core hole also decays, in light elements mostly by the Auger process, in which one outer electron fills the vacancy and another is ejected. If the decay rate $\Gamma/\hbar$ does not depend on bond length, decay replaces $H_f$ by $H_f-i\Gamma/2$. The added term is a number and commutes with everything, so the time signal whose Fourier transform is the spectrum merely acquires a factor:

$$\langle e^{iH_it/\hbar}e^{-iH_ft/\hbar}\rangle\;\to\;e^{-\Gamma|t|/2\hbar}\,\langle e^{iH_it/\hbar}e^{-iH_ft/\hbar}\rangle .$$

A product in time is a convolution in energy. Each sharp line becomes a Lorentzian of full width at half maximum (FWHM) $\Gamma$, while positions and weights stay as they were. The variance of the broadened spectrum, however, no longer exists. With $h=\Gamma/2$, the second moment of one Lorentzian inside a window $\pm W$ about its centre is

$$\frac{2h}{\pi}\int_0^W\frac{\varepsilon^2\,d\varepsilon}{\varepsilon^2+h^2}=\frac{2h}{\pi}\left[W-h\arctan\frac Wh\right],$$

where $\varepsilon^2/(\varepsilon^2+h^2)=1-h^2/(\varepsilon^2+h^2)$ was used. It grows as $\Gamma W/\pi$ without limit. For a width of 0.1 eV, a rough value for carbon 1s, the square root of this second moment is 0.171 eV for a window of ±1 eV and 0.562 eV for one of ±10 eV. These values are not divided by the weight inside the window, which is slightly below one. The boxed formula therefore describes the vibrational factor alone. To compare it with a measured spectrum whose vibrational lines are resolved, one first fits the positions and weights of the lines and then takes their variance. The pure Lorentzian shape also assumes that the photoelectron and the Auger electron do not interact. If the photoelectron is the slower of the two, the Auger electron overtakes it and the line becomes asymmetric, with a stronger tail at higher binding energy. For a 100 eV photoelectron, an Auger electron of about 250 eV and $\Gamma=0.1$ eV, an angle-averaged estimate shifts the peak by about 7 meV and makes one tail about twice as strong as the other at 0.3 eV from the centre. The fit must then use this distorted shape.

Free carbon monoxide has a single vibrational mode and suits the model. Its two potential curves were computed by restricted Hartree–Fock for the neutral molecule and restricted open-shell Hartree–Fock for the ion with one carbon 1s electron missing, both in the def2-TZVP basis. Electron correlation and relativity are left out. The neutral curve has its minimum at 1.103 Å, a stiffness of 148.62 eV/Å$^2$ and a vibrational quantum of 0.3010 eV. Hence

$$x_0=\sqrt{\frac{0.3010}{2\times148.62}}\ \text{Å}=0.0318\ \text{Å}.$$

The slope of the gap at the neutral bond length is $D=11.56$ eV/Å. It is positive, so the core hole pulls the nuclei together. Then

$$g=11.56\times0.0318\ \text{eV}=0.368\ \text{eV},\qquad S=\left(\frac{0.368}{0.3010}\right)^2=1.49,$$

and the zero-temperature spread is $\sigma(0)=|g|=0.368$ eV about a vertical binding energy of 297.2 eV. At 300 K, $kT=0.02585$ eV is less than a tenth of the quantum. The hyperbolic cotangent exceeds one by $1.75\times10^{-5}$, and $\sigma$ is still 0.368 eV to the digits given. In this model the room-temperature spread is almost wholly zero-point motion. These values are not converged with respect to the basis, whose contracted carbon core cannot fully relax around the hole. Uncontracting the carbon functions lowers $D$ to 11.38 eV/Å, $S$ to 1.45, $\sigma$ to 0.362 eV and the binding energy to 296.8 eV. It also moves the bond length and quantum of the ion, given below, by about 0.001 Å and 0.002 eV, and the line weights by up to 0.01.

In the linear model the skewness at these temperatures is 0.82, so a Gaussian is a poor picture of its envelope. A Gaussian with the same $\sigma$ would have an FWHM of 0.87 eV. In the spectrum built from the full computed curves with $\Gamma=0.1$ eV, the strongest line has an FWHM of 0.10 eV, because the vibrational lines stand apart.

The full curves also show what linear coupling neglects. The ion is stiffer than the neutral molecule, with a quantum of 0.372 eV instead of 0.301 eV. Its bond length is 1.039 Å, a contraction of 0.064 Å, whereas the linear model predicts $D/k=11.56/148.62=0.078$ Å. Even so, the full curves give $\sigma=0.3665$ eV at 300 K, within half a per cent of the linear result. The moment argument explains why the variance is so tolerant. For any two curves, $(H_f-E_n)|n\rangle=\Delta V|n\rangle$, because the kinetic energies cancel. The variance thus depends on the gap in the region that the initial state occupies, and not on the more distant parts of the ionic curve.

The effect of a curved gap can be estimated. Add a term $\frac12\kappa x^2$ to the gap and keep the initial state harmonic. In its ground state $x$ has a Gaussian distribution with $\langle x^3\rangle=0$ and $\langle x^4\rangle=3x_0^4$. The cross term between $Dx$ and $\frac12\kappa x^2$ drops out, and the variance rises by

$$\frac{\kappa^2}{4}\left(3x_0^4-x_0^4\right)=\frac12\kappa^2x_0^4>0 .$$

A curvature of the gap alone would therefore increase $\sigma$, whatever its sign. Its size cannot be read from the two quanta, because $\kappa$ is the difference of the two curvatures at the same bond length $R_e$, whereas each quantum belongs to its own minimum. The computed $\sigma$ is slightly smaller than the linear one, so anharmonic terms must lower it. The separate contributions were not computed. The mean moves as well: it lies 0.036 eV above the vertical energy, whereas linear coupling puts it at $E_v$.

The individual weights are far less tolerant. For lines 0, 1 and 2 the linear model gives 0.22, 0.34 and 0.25, while the full curves give 0.33, 0.38 and 0.21. Much of the change in line 0 can be traced to the smaller contraction. Inserting 0.064 Å in $S=(d/2x_0)^2$ gives $S\approx1.0$ and $e^{-S}\approx0.37$, which moves the weight from 0.22 past the full value of 0.33. The remaining difference reflects the change of frequency and the anharmonicity, which were not separated. A nearly correct variance is thus no guarantee of correct line strengths.

Set beside real carbon monoxide, the computed coupling is too strong. In the measured C 1s spectrum the line without vibrational excitation is the strongest, whereas both calculations above make line 1 the strongest. Within the linear model $w_1/w_0=S$, so a dominant line 0 requires $S<1$. With the real quantum of roughly 0.27 eV, this would put $\sigma$ below about 0.27 eV, against the computed 0.37 eV. The bound is only a rough guide, because the linear model misjudges line strengths: for the computed curves it gives $w_1/w_0=1.49$, while the full curves give 1.16. Uncontracting the carbon basis removes only a small part of the excess and leaves line 1 the strongest. Electron correlation is missing from the computed curves, but whether it accounts for the rest was not tested. The value $S=1.49$ belongs to the Hartree–Fock curves in this basis and should not be used as a property of the molecule.

The momentum $p$ of the photoelectron adds further spread, and two contributions are estimated here. The emitting carbon atom recoils, which changes the relative momentum of the two nuclei by some amount $p_r$. The kinetic energy then changes by $p_rP/\mu+p_r^2/2\mu$. In a thermal oscillator state $\langle xP+Px\rangle=0$, so there is no cross term with the gap. The kinetic energy holds half the vibrational energy, so $\langle P^2\rangle=\frac12\mu\hbar\omega\coth(\hbar\omega/2kT)$, and the added variance is

$$\frac{p_r^2}{\mu^2}\langle P^2\rangle=E_r\,\hbar\omega\coth\frac{\hbar\omega}{2kT},\qquad E_r=\frac{p_r^2}{2\mu}.$$

For emission at angle $\theta$ to the bond, $p_r$ has magnitude $(\mu/m_{\rm C})\,p\,|\cos\theta|$. If emission is equally likely in all directions relative to the bond, the average of $\cos^2\theta$ is $1/3$, and with $p^2=2m_eE_{\rm kin}$ the mean recoil energy is $E_r=m_e\mu E_{\rm kin}/(3m_{\rm C}^2)$. At a kinetic energy of 100 eV this is 0.87 meV, and the added spread is $\sqrt{0.00087\times0.3010}$ eV, or 16 meV. The small variation of $E_r$ itself with angle is neglected.

Thermal motion of the whole molecule, of mass $M$, gives a Doppler shift $pV$, where $V$ is the velocity component along the direction of emission. Since $\langle V^2\rangle=kT/M$, its rms value is $\sqrt{2m_eE_{\rm kin}kT/M}$, which is 10 meV at 300 K. Independent spreads add in quadrature, so recoil and Doppler motion together raise $\sigma$ by about 0.5 meV. Both variances grow in proportion to $E_{\rm kin}$. Rotation of the molecule adds a third contribution, which can be as large as the Doppler spread and is not included in this sum.

The temperature dependence that is invisible in carbon monoxide appears when the quantum is comparable with $kT$. Take a model mode with $\hbar\omega=0.03$ eV and $S=10$, both held fixed, so that $\lambda=0.3$ eV. At zero temperature $\sigma=\sqrt{10}\times0.03=0.095$ eV. It becomes 0.098 eV at 100 K, 0.131 eV at 300 K and 0.179 eV at 600 K. The classical law $\sqrt{2\lambda kT}$ gives 0.072, 0.125 and 0.176 eV at the last three temperatures. It is 26.5% too low at 100 K, relative to the full formula, but 1.4% too low at 600 K. The skewness falls from 0.32 at zero temperature to 0.05 at 600 K, so the envelope becomes more symmetric as it spreads.

A molecule in a solid film couples to many modes. If they are independent and each is linearly coupled, the gap is $E_v+\sum_jg_jX_j$. The cross terms $\langle X_jX_l\rangle=\langle X_j\rangle\langle X_l\rangle$ vanish for $j\ne l$, and the variances add:

$$\sigma^2=\sum_jS_j(\hbar\omega_j)^2\coth\frac{\hbar\omega_j}{2kT}.$$

Stiff bonds then supply a nearly constant part and soft modes a part that grows on heating. In a real film, differences between molecular sites and electrostatic charging can shift and broaden the line further. These contributions lie outside the formula, so a measured width cannot be assigned to vibrations on the strength of its size alone.

The result fails when its assumptions do. If the photoelectron leaves slowly, emission is no longer sudden. If the decay rate changes with bond length, $\Gamma$ no longer factors out of the time signal. If the gap is strongly curved over the range of bond lengths that the initial state occupies, which is about $x_0$ at low temperature and wider when the mode is thermally excited, its slope at one point does not determine the spread, and the variance of the full $\Delta V$ must be used instead. The complete set of computed values is given in the numerical output below.

## Calculated quantities

```
largest relative error, variance: 1.5e-13
largest relative error, third moment: 4.0e-13
CO, C 1s, restricted Hartree-Fock/def2-TZVP
largest curve-fit residual: 0.0722 meV
bond length, neutral: 1.1030 angstrom
bond length, core hole: 1.0394 angstrom
reduced mass: 6.8562 u
force constant, neutral: 148.62 eV/angstrom^2
quantum, neutral: 0.3010 eV
quantum, core hole: 0.3722 eV
zero-point rms displacement: 0.03182 angstrom
gap slope: 11.558 eV/angstrom
vertical binding energy: 297.21 eV
coupling g: 0.3678 eV
Huang-Rhys factor S: 1.4930
relaxation energy S*quantum: 0.4494 eV
kT at 300 K: 0.02585 eV
coth minus 1 at 300 K: 1.75e-05
variance, linear, 0 K: 0.13528 eV^2
sigma, linear, 0 K: 0.3678 eV
sigma, linear, 300 K: 0.3678 eV
sigma, grid linear, 300 K: 0.3678 eV
sigma, full curves, 300 K: 0.3665 eV
mean, full minus vertical: 0.0361 eV
skewness, linear, 0 K: 0.818
line 0 weight, linear / full: 0.2247 / 0.3267
line 1 weight, linear / full: 0.3355 / 0.3793
line 2 weight, linear / full: 0.2504 / 0.2067
Auger width, rough input: 0.10 eV
FWHM of strongest line: 0.103 eV
FWHM of Gaussian with same sigma: 0.866 eV
Lorentzian rms within +-1 eV: 0.171 eV
Lorentzian rms within +-10 eV: 0.562 eV
photoelectron kinetic energy, input: 100 eV
mean vibrational recoil energy: 0.871 meV
sigma added by recoil: 16.2 meV
sigma of Doppler shift, 300 K: 10.1 meV
soft mode: quantum 0.03 eV, S = 10
T (K): sigma formula, grid, classical (eV); skewness
  0: 0.0949, 0.0949, 0.0000; 0.316
100: 0.0978, 0.0978, 0.0719; 0.288
300: 0.1312, 0.1312, 0.1245; 0.120
600: 0.1786, 0.1786, 0.1761; 0.047
```
